\section*{Thermal resistance from isothermal and static output conductance}

\section*{Problem}

A transistor is biased at a drain current $I=1$ mA and a drain voltage $V=1$ V. Its gate voltage and the ambient temperature are held fixed. Two output conductances are measured at this point. The isothermal one, $g_{\rm iso}=0.10$ mS, is found with a signal too fast for the channel temperature to follow. The static one, $g_{\rm dc}=0.02$ mS, is the slope of the slowly traced current--voltage curve. At fixed drain voltage the current changes with channel temperature by $a=-1\ \mu$A/K. What is the thermal resistance of the device?

The measurements are read with the following model. The channel has one effective temperature $T$, and the drain current is a function $I(V,T)$. The two given derivatives are
\begin{equation}
g_{\rm iso}=\left(\frac{\partial I}{\partial V}\right)_T,\qquad
a=\left(\frac{\partial I}{\partial T}\right)_V ,
\label{eq:defs}
\end{equation}
both taken at the hot operating point. The dissipated power $P=IV$ raises the channel above the ambient temperature,
\begin{equation}
T=T_{\rm amb}+F(P),\qquad R\equiv\frac{dF}{dP},
\label{eq:heat}
\end{equation}
where $R$ is the thermal resistance sought. Temperature is taken to be the only slow variable, so that heating accounts for the whole difference between the two conductances.

\section*{A tempting solution}

When the drain voltage rises by $dV$, the power rises, the channel warms, and the current falls below its isothermal value. The difference of the conductances is therefore the temperature coefficient times the warming per volt:
\begin{equation}
g_{\rm dc}-g_{\rm iso}=a\,R\,\frac{dP}{dV}.
\label{eq:start}
\end{equation}
Since $P=IV$, the product rule gives $dP/dV=I+V\,dI/dV$. The conductance of the transistor proper, free of thermal effects, is $g_{\rm iso}$, so one inserts it for $dI/dV$:
\begin{equation}
R\stackrel{?}{=}\frac{g_{\rm dc}-g_{\rm iso}}{a\,(I+Vg_{\rm iso})}
=\frac{0.08\ \text{mS}}{(1\ \mu\text{A/K})(1.10\ \text{mA})}
=72.7\ \text{K/mW}.
\label{eq:wrong}
\end{equation}

\section*{Where it fails}

Equation (\ref{eq:start}) is sound, and so is the product rule. The fault lies in the conductance put into the product rule. The warming in question takes place along the static curve, and the power there contains the current that actually flows, already reduced by heating. That current changes by $g_{\rm dc}\,dV$, not by $g_{\rm iso}\,dV$. The tempting solution overstates the growth of power, and needs too small a resistance to explain the observed fall of the conductance.

The inconsistency shows when the result is put back into the model. Let $dI/dV=g_{\rm dc}$ on both sides of the heating balance:
\begin{equation}
g_{\rm dc}=g_{\rm iso}+aR\,(I+Vg_{\rm dc}).
\label{eq:balance}
\end{equation}
Collecting the terms with $g_{\rm dc}$ on the left gives $g_{\rm dc}(1-aRV)=g_{\rm iso}+aRI$, hence
\begin{equation}
g_{\rm dc}=\frac{g_{\rm iso}+aRI}{1-aRV}.
\label{eq:forward}
\end{equation}
For $R=72.7$ K/mW the products are $aRI=-0.0727$ mS and $aRV=-0.0727$. The predicted static conductance is $0.0273/1.0727=0.025$ mS, whereas 0.02 mS was measured.

\section*{The right solution}

Start from $I(V,T)$ and move along the static curve, where $T$ is itself a function of $V$. The total derivative is
\begin{equation}
g_{\rm dc}=\frac{dI}{dV}
=\left(\frac{\partial I}{\partial V}\right)_T
+\left(\frac{\partial I}{\partial T}\right)_V\frac{dT}{dV}
=g_{\rm iso}+a\,\frac{dT}{dV}.
\end{equation}
The ambient temperature is fixed, so (\ref{eq:heat}) gives
\begin{equation}
\frac{dT}{dV}=\frac{dF}{dP}\,\frac{dP}{dV}
=R\left(I+V\frac{dI}{dV}\right)=R\,(I+Vg_{\rm dc}).
\end{equation}
Together these are the balance (\ref{eq:balance}), and solving for $R$ yields
\begin{equation}
\boxed{R=\frac{g_{\rm dc}-g_{\rm iso}}{a\,(I+Vg_{\rm dc})}}
\label{eq:result}
\end{equation}
Numerator and denominator are both negative here, so $R$ is positive. With the data,
\begin{equation}
R=\frac{-0.08\ \text{mS}}{(-1\ \mu\text{A/K})(1.02\ \text{mA})}
=78.4\ \text{K/mW}=7.84\times10^{4}\ \text{K/W}.
\end{equation}
For the units, note that $1\ \text{S}/\text{A}^2=1/(\text{V\,A})=1/\text{W}$. Put back into (\ref{eq:forward}), this value gives $(0.10-0.0784)/1.0784=0.02$ mS, as it must.

The tempting value is $1.02/1.10$ times the right one, that is, 7.3\% lower. The two expressions approach each other when $V(g_{\rm iso}-g_{\rm dc})\ll I$, that is, when heating changes the growth of the power only slightly. Dropping the conductance term altogether gives 80.0 K/mW. That is 2\% too high, and close only because $Vg_{\rm dc}$ happens to be small beside $I$.

Equation (\ref{eq:forward}) also has an instructive limit. For $a<0$ its denominator is positive, so the sign of the static conductance is that of $g_{\rm iso}-|a|RI$. It vanishes at
\begin{equation}
R_0=\frac{g_{\rm iso}}{|a|I}=\frac{0.10\ \text{mS}}{(1\ \mu\text{A/K})(1\ \text{mA})}=100\ \text{K/mW}.
\end{equation}
With the bias current and both local derivatives held fixed, a larger thermal resistance would make the static current fall with rising drain voltage. The present device has gone 78\% of the way there.

\section*{Which temperature coefficient?}

The problem specifies $a$ at fixed drain voltage as a derivative with respect to \emph{channel} temperature. A heated wafer stage controls the \emph{ambient} temperature. If the transistor runs statically while the stage is warmed, the measured coefficient is
\begin{equation}
c=\left(\frac{dI}{dT_{\rm amb}}\right)_V ,
\end{equation}
which differs from $a$. As the current falls, so does the power, and the channel warms by less than the stage. Assume that $F$ depends on power alone and not on ambient temperature. At fixed $V$, (\ref{eq:heat}) then gives $dT/dT_{\rm amb}=1+RVc$, so
\begin{equation}
c=a\,(1+RVc)\quad\Longrightarrow\quad c=\frac{a}{1-aRV}.
\label{eq:c}
\end{equation}
For the device just found, $c=-1/1.0784=-0.927\ \mu$A/K.

To express $R$ through $c$, write (\ref{eq:c}) as $a=c/(1+cRV)$ and insert it in (\ref{eq:balance}). With $\Delta=g_{\rm dc}-g_{\rm iso}$,
\begin{align}
\Delta\,(1+cRV)&=cR\,(I+Vg_{\rm dc}),\\
\Delta&=cR\,(I+Vg_{\rm dc}-V\Delta)=cR\,(I+Vg_{\rm iso}),
\end{align}
because $g_{\rm dc}-\Delta=g_{\rm iso}$. Hence
\begin{equation}
R=\frac{g_{\rm dc}-g_{\rm iso}}{c\,(I+Vg_{\rm iso})}.
\label{eq:rc}
\end{equation}
This is the tempting formula with $c$ in place of $a$. Had the stated $-1\ \mu$A/K been an ambient coefficient, 72.7 K/mW would have been the right answer. The denominator has to match the way in which the coefficient was measured. Equation (\ref{eq:rc}) also needs the assumption made on $F$. If the thermal resistance grows with absolute temperature by $5\times10^{-4}$ of its value per kelvin, warming the stage adds heating of its own, and (\ref{eq:rc}) returns an $R$ about 4\% too small.

\section*{How fast is isothermal?}

Give the device a heat capacity $C$ and apply a small drain signal of angular frequency $\omega$. The temperature amplitude $\delta T$ obeys $j\omega C\,\delta T=\delta P-\delta T/R$, so that
\begin{equation}
\delta T=Z\,\delta P,\qquad Z=\frac{R}{1+j\omega\tau},\qquad \tau=RC .
\end{equation}
The output admittance $y=\delta I/\delta V$ follows from the same balance as before, with $Z$ for $R$ and $y$ for $g_{\rm dc}$:
\begin{equation}
y=g_{\rm iso}+aZ(I+Vy)
\quad\Longrightarrow\quad
y=\frac{g_{\rm iso}+aZI}{1-aZV}.
\end{equation}
Multiply numerator and denominator by $1+j\omega\tau$:
\begin{equation}
y=\frac{g_{\rm iso}+aRI+j\omega\tau g_{\rm iso}}{1-aRV+j\omega\tau}.
\end{equation}
By (\ref{eq:forward}), $g_{\rm iso}+aRI=g_{\rm dc}(1-aRV)$. Dividing through by $1-aRV$ and defining $\tau'=\tau/(1-aRV)$ gives
\begin{equation}
y=\frac{g_{\rm dc}+j\omega\tau' g_{\rm iso}}{1+j\omega\tau'}
=g_{\rm iso}+\frac{g_{\rm dc}-g_{\rm iso}}{1+j\omega\tau'} .
\end{equation}
The real part moves from $g_{\rm dc}$ at low frequency to $g_{\rm iso}$ at high frequency. If ${\rm Re}\,y$ at a finite frequency is used for $g_{\rm iso}$ in (\ref{eq:result}), the extracted $R$ is too small by the fraction $1/(1+\omega^2\tau'^2)$.

Take $\tau=50$ ns as an example. Then $\tau'=50/1.0784=46.4$ ns. At 10 MHz, $\omega\tau'=2.91$ and 10.5\% of $R$ is missed; at 100 MHz the loss is 0.12\%. These frequencies do not carry over to every device. For the thin layers considered in the last section, the heated silicon film alone stores only about $7\times10^{-15}$ J/K, which with $R=78$ K/mW gives $\tau\approx0.5$ ns. The same formula then puts the loss at 100 MHz at about 90\%, and a signal well above 1 GHz would be needed. Heat that spreads along the film has no single time constant, and the loss falls more slowly than one pole suggests. Two-dimensional conduction in these layers misses about 30\% of $R$ at 1 GHz and 5\% at 10 GHz, where the single pole gives 10\% and 0.1\%. Heat stored in the oxide, gate and metal lengthens the response. A real structure has several thermal time constants, so a plateau of the measured conductance is better evidence of isothermal conditions than one assumed $\tau$. It is not proof: if the time constants are widely separated, a plateau can also lie between them, where the fastest part of the heating still follows the signal and the extracted $R$ is too small.

A short pulse applied to a cold device is also isothermal, but at the wrong temperature. The size of the error depends on the current law. As an example take
\begin{equation}
I(V,T)=I_0\left(\frac{T}{T_0}\right)^{-m}\left[1+\frac{g_{\rm iso}}{I_0}(V-V_0)\right],\qquad m=\frac{|a|T_0}{I_0},
\end{equation}
where $I_0$, $V_0$ and $T_0$ are the values at the operating point. This law has the required slopes there. For an ambient temperature of 300 K and linear heating, $T_0=378.4$ K and $m=0.378$. The cold conductance is $0.10\,(378.4/300)^{0.378}=0.109$ mS, and (\ref{eq:result}) with the hot value of $a$ would return 87.4 K/mW, 11\% too much. If $a$ is also taken from pulses on the cold device, it is $-1.38\ \mu$A/K, and the result is 63.5 K/mW, 19\% too little. Pulsing with the stage set to the hot channel temperature removes these errors. That temperature is not known beforehand, so one estimates it from a first value of $R$, resets the stage and repeats until $R$ no longer changes. Taking the temperature rise as $RP$ assumes linear heating. With the example law above and the nonlinear heating of the next section, the repetition settles at an $R$ about 0.3\% too small if $a$ is held at its true operating-point value, and just under 1\% too large if $a$ is measured again at each stage temperature.

\section*{From resistance to temperature}

The conductances fix the slope $dF/dP$ at the operating point. If $F$ is linear, the temperature rise is $RP=78.4$ K at 1 mW. If the thermal resistance itself changes with temperature, slope and ratio differ. Let the rise $\theta=F(P)$ obey
\begin{equation}
\theta=PR_s(1+\beta\theta)\quad\Longrightarrow\quad
\theta=\frac{PR_s}{1-x},\qquad x=\beta R_sP ,
\end{equation}
where $R_s$ is the resistance at small power. Differentiation gives
\begin{equation}
R=\frac{d\theta}{dP}=\frac{R_s}{1-x}+\frac{PR_s\,\beta R_s}{(1-x)^2}
=\frac{R_s\,[(1-x)+x]}{(1-x)^2}=\frac{R_s}{(1-x)^2},
\end{equation}
so $\theta=RP(1-x)$. For a rough $\beta=5\times10^{-4}$ K$^{-1}$, the condition $x/(1-x)^2=\beta RP=0.0392$ gives $x=0.036$ and $\theta=75.6$ K. Linear heating overstates the rise by about 3 K. A negative $\beta$ would reverse the sign of the correction.

\section*{The numbers beside a real device}

A current of 1 mA at 1 V is in the range of a short silicon-on-insulator transistor about 1 $\mu$m wide. The size of $R$ can be estimated from the heat flow through the buried oxide. Let the oxide have thickness $t_{\rm ox}$ and thermal conductivity $k_{\rm ox}$, and the silicon film $t_f$ and $k_f$. Beside a gate of length $L$, heat flows along the film and leaks downward. Per unit width,
\begin{equation}
k_ft_f\,\frac{d^2\theta}{dx^2}=\frac{k_{\rm ox}}{t_{\rm ox}}\,\theta
\quad\Longrightarrow\quad
\theta=\theta_0e^{-x/\lambda},\qquad
\lambda=\sqrt{\frac{k_ft_ft_{\rm ox}}{k_{\rm ox}}},
\end{equation}
for source and drain regions much longer than $\lambda$. The heat lost on one side is $(k_{\rm ox}/t_{\rm ox})\int_0^\infty\theta\,dx=k_{\rm ox}\theta_0\lambda/t_{\rm ox}$, as if a strip of length $\lambda$ were at the full temperature. Adding both sides to the area under the gate, for width $W$,
\begin{equation}
R\approx\frac{t_{\rm ox}}{k_{\rm ox}W(L+2\lambda)} .
\end{equation}
Rough values are $t_{\rm ox}=25$ nm, $k_{\rm ox}=1.4$ W/(m\,K), $t_f=20$ nm, $k_f=20$ W/(m\,K), $L=30$ nm and $W=1000$ nm. They give $\lambda=84.5$ nm and $R\approx90$ K/mW. The estimate leaves out heat removal through gate and contacts, which lowers $R$, and the thermal resistance of the substrate below the oxide, which raises it. The contacts can matter much, because near a 30 nm gate they may lie closer than $\lambda$. A contact held at ambient temperature a distance $d$ from each gate edge replaces $\lambda$ in the formula for $R$ by $\lambda\coth(d/\lambda)$, which gives 51 K/mW for $d=50$ nm. The estimate supports the order of magnitude of the extracted value and no more.

One assumption that can fail in real devices is that temperature is the only slow variable. In a partially depleted film with a floating body, holes from impact ionization charge the body and raise the drain current. If the fast signal outruns this charging too, a conductance $g_b$ appears in the static slope alone. The balance becomes $g_{\rm dc}=g_{\rm iso}+g_b+aR(I+Vg_{\rm dc})$, and
\begin{equation}
R=\frac{g_{\rm dc}-g_{\rm iso}-g_b}{a\,(I+Vg_{\rm dc})} .
\end{equation}
Here $g_b$ is taken at fixed channel temperature, and $a$ with the body charge settled at each temperature, because the body voltage itself depends on temperature. For a rough size, let the hole current vary as $u\,e^{-B\ell/u}$, with $u=V-V_{\rm sat}$ the voltage across a high-field region of length $\ell$. Let it leave through a body diode whose current grows as $e^{V_b/V_T}$, where $V_b$ is the body voltage and $V_T$ the thermal voltage. Equating the two currents, taking the logarithm and differentiating at fixed channel current gives
\begin{equation}
\frac{dV_b}{dV}=V_T\left(\frac1u+\frac{B\ell}{u^2}\right).
\end{equation}
With $B=1.7$ MV/cm, $\ell=30$ nm and $V_{\rm sat}=0.4$ V, one has $B\ell=5.1$ V and $u=0.6$ V. At 378 K, $V_T=32.6$ mV, and the slope is 0.52. A body transconductance of 0.1 mS then gives $g_b=0.052$ mS, comparable with the thermal difference of 0.08 mS. The same measured data would now imply $R=(0.132/1.02)\times10^3\approx130$ K/mW. The channel would then be hotter than the 378 K assumed for $V_T$, which would raise $g_b$ and $R$ somewhat further. In the other direction, the estimate holds the body voltage fixed under the fast signal, whereas the drain still moves the body through its junction capacitance. If that capacitance is 20\% of the total body capacitance, the net slope is 0.32, $g_b=0.032$ mS and $R\approx110$ K/mW. This local-field estimate is crude at a drain voltage of 1 V, but it shows that (\ref{eq:result}) should be kept for fully depleted or body-tied devices, in which this charging is suppressed. Even there, traps and the response of the substrate under a thin buried oxide can shift the output conductance with frequency, and they have to be excluded separately.

Measurement errors enter more simply. An excess of 1 $\mu$S in $g_{\rm iso}$ raises $R$ by $1/80=1.25\%$. The same excess in $g_{\rm dc}$ lowers it by 1.35\%, since it reduces the numerator and also enlarges the denominator. If $|a|$ is read 10\% too large, $R$ comes out 9.1\% too small. These errors differ in relative size. For equal relative errors $g_{\rm iso}$ weighs most here: 1\% of it changes $R$ by 1.25\%, against about 1\% for $a$ and 0.27\% for $g_{\rm dc}$. Near a gate voltage at which $a$ passes through zero the method fails: heating then leaves no mark on the current from which $R$ could be read. If the conductances and $a$ are good to two figures (0.10 mS, 0.020 mS and 1.0 $\mu$A/K), their rounding alone allows $R$ from about 70 to 88 K/mW. The value of 78 K/mW is then a central estimate, uncertain by somewhat more than 10\%.

Numbers in the example were calculated in double precision.
